# Exciton binding in monolayer MoS2 from an exponential trial function: verification in Python

```python
# Result under test: for an exciton in the Keldysh potential
#   V(r) = -(pi e2 / (2 r0)) [H0(r/r0) - Y0(r/r0)],
# the trial function exp(-r/a) has the energy
#   E(a) = K/a^2 - (e2/r0) I(s),  s = a/(2 r0),
#   I(s) = [(arsinh s + arsinh 1/s)/R + s - 1]/R^2,  R = sqrt(1+s^2),
# with one minimum, near -0.54 eV for mu = 0.25 m_e and r0 = 41.5 angstrom.
# K = hbar^2/(2 mu) in eV angstrom^2; e2 = e^2/(4 pi eps0) in eV angstrom.
# The exact ground state is found on a radial grid and in a Laguerre basis.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import struve, y0, eval_genlaguerre

mass_ratio = 0.25
r0 = 41.5
K = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e20
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10
scale = e2 / r0
kappa = K / (4 * r0**2 * scale)


def potential(r):
    x = r / r0
    return -0.5 * np.pi * scale * (struve(0, x) - y0(x))


def I_closed(s):
    R = np.sqrt(1 + s * s)
    L = np.arcsinh(s) + np.arcsinh(1 / s)
    return (L / R + s - 1) / R**2


def dI_closed(s):
    R = np.sqrt(1 + s * s)
    L = np.arcsinh(s) + np.arcsinh(1 / s)
    return (2 - 1 / s + 2 * s - s * s) / R**4 - 3 * s * L / R**5


def energy_closed(a):
    return K / a**2 - scale * I_closed(a / (2 * r0))


# Real-space potential against the Hankel transform of the screened interaction
# and against the positive integral representation.
for x in (0.3, 1.5):
    hankel = mp.quadosc(lambda k: mp.besselj(0, k * x) / (1 + k), [0, mp.inf],
                        zeros=lambda n: mp.besseljzero(0, int(n)) / x)
    assert abs(-scale * float(hankel) - potential(x * r0)) < 1e-6
    smeared = quad(lambda y: np.exp(-y) / np.sqrt(x * x + y * y), 0, np.inf)[0]
    assert abs(-scale * smeared - potential(x * r0)) < 1e-7
r_small, r_large = 0.01 * r0, 50 * r0
log_form = -scale * (np.log(2 * r0 / r_small) - np.euler_gamma)
assert abs(potential(r_small) / log_form - 1) < 0.01
assert abs(potential(r_large) / (-e2 / r_large) - 1) < 0.01

# Closed integral and its derivative against quadrature of their definitions.
for s in (0.05, 0.3, 2.0):
    direct = quad(lambda t: (1 + t * t)**-1.5 / (s + t), 0, np.inf)[0]
    slope = -quad(lambda t: (1 + t * t)**-1.5 / (s + t)**2, 0, np.inf)[0]
    assert abs(direct - I_closed(s)) < 1e-7
    assert abs(slope - dI_closed(s)) < 1e-6
s_grid = np.geomspace(0.005, 50, 400)
assert np.all(np.diff(-s_grid**3 * dI_closed(s_grid)) > 0)

# Gauss-Legendre quadrature in z = sqrt(r), which tames the logarithm at r = 0.
nodes, weights = np.polynomial.legendre.leggauss(600)
z_max = np.sqrt(800.0)
z = 0.5 * z_max * (nodes + 1)
r_q = z**2
area_w = 2 * np.pi * r_q * 2 * z * 0.5 * z_max * weights
V_q = potential(r_q)


def energy_real_space(psi, dpsi):
    norm = np.sum(area_w * psi**2)
    return np.sum(area_w * (K * dpsi**2 + V_q * psi**2)) / norm


def energy_exponential(a):
    psi = np.exp(-r_q / a)
    return energy_real_space(psi, -psi / a)


# Optimum from the stationarity condition, and from direct minimization.
s_opt = brentq(lambda s: -s**3 * dI_closed(s) - 2 * kappa, 1e-3, 10)
a_opt = 2 * r0 * s_opt
E_var = energy_closed(a_opt)
direct_min = minimize_scalar(energy_exponential, bounds=(3, 40),
                             method='bounded', options={'xatol': 1e-6})
assert abs(direct_min.fun - E_var) < 1e-7
assert abs(direct_min.x - a_opt) < 1e-2
assert abs(-E_var - 0.54) < 0.005
T_var = K / a_opt**2
V_var = E_var - T_var

# Virial relation for the optimized trial function.
density = 2 / (np.pi * a_opt**2) * np.exp(-2 * r_q / a_opt)
step = 1e-4
r_dV = (potential(r_q * (1 + step)) - potential(r_q * (1 - step))) / (2 * step)
virial = np.sum(area_w * density * r_dV)
assert abs(virial - 2 * T_var) < 1e-5
r_mean_var = np.sum(area_w * density * r_q)
assert abs(r_mean_var - a_opt) < 1e-6

# Unscreened limit: exact two-dimensional hydrogen energy is -4 mu Rydberg.
rydberg = const.value('Rydberg constant times hc in eV')
E_bare = -4 * mass_ratio * rydberg
tiny_r0 = 1e-4
bare_fit = minimize_scalar(
    lambda a: K / a**2 - e2 / tiny_r0 * I_closed(a / (2 * tiny_r0)),
    bounds=(0.2, 5), method='bounded')
assert abs(bare_fit.fun / E_bare - 1) < 1e-3
assert abs(-e2**2 / K / E_bare - 1) < 1e-6


def radial_ground_state(V_function, h, r_max=160.0):
    """Flux-conserving finite differences for zero angular momentum."""
    n = int(round(r_max / h))
    r = (np.arange(n) + 0.5) * h
    edge = np.arange(1, n) * h
    diagonal = 2 * K / h**2 + V_function(r)
    off = -K * edge / (h**2 * np.sqrt(r[:-1] * r[1:]))
    value, vector = eigh_tridiagonal(diagonal, off, select='i',
                                     select_range=(0, 0))
    return value[0], r, vector[:, 0]


# Solver checked on the two-dimensional oscillator V = c r^2, E = 2 sqrt(K c).
c_osc = 0.002
E_osc = radial_ground_state(lambda r: c_osc * r**2, 0.1)[0]
assert abs(E_osc - 2 * np.sqrt(K * c_osc)) < 1e-5

h_coarse, h_fine = 0.1, 0.025
E_coarse = radial_ground_state(potential, h_coarse)[0]
E_grid, r_g, vec = radial_ground_state(potential, h_fine)
assert abs(E_grid - E_coarse) < 5e-5


def laguerre_matrices(a, n_basis):
    """Overlap and Hamiltonian; the first basis function is exp(-r/a)."""
    x = 2 * r_q / a
    decay = np.exp(-x / 2)
    phi, dphi = [], []
    for n in range(n_basis):
        norm = np.sqrt(2 / (np.pi * a**2 * (n + 1)))
        poly = eval_genlaguerre(n, 1, x)
        dpoly = -eval_genlaguerre(n - 1, 2, x) if n > 0 else np.zeros_like(x)
        phi.append(norm * poly * decay)
        dphi.append(norm * (dpoly - 0.5 * poly) * decay * 2 / a)
    phi, dphi = np.array(phi), np.array(dphi)
    overlaps = (phi * area_w) @ phi.T
    hamiltonian = K * (dphi * area_w) @ dphi.T + (phi * area_w * V_q) @ phi.T
    return overlaps, hamiltonian


n_basis = 16
overlap_matrix, H = laguerre_matrices(a_opt, n_basis)
assert np.max(np.abs(overlap_matrix - np.eye(n_basis))) < 1e-8

# The second function is proportional to the a-derivative of the exponential,
# so its coupling to the first is -a E'(a)/sqrt(2): zero only at the optimum.
a_off = 8.0
coupling_off = laguerre_matrices(a_off, 2)[1][0, 1]
dE_off = -2 * K / a_off**3 - scale * dI_closed(a_off / (2 * r0)) / (2 * r0)
assert abs(coupling_off + a_off * dE_off / np.sqrt(2)) < 1e-6
assert abs(coupling_off) > 1e-2
assert abs(H[0, 1]) < 1e-6

# Hence two functions give no gain over one; larger bases lower the energy.
sizes = (1, 2, 3, 4, 8, 16)
E_basis = [np.linalg.eigvalsh(H[:m, :m])[0] for m in sizes]
assert abs(E_basis[0] - E_var) < 1e-7
assert abs(E_basis[1] - E_basis[0]) < 1e-9
assert np.all(np.diff(E_basis[1:]) < 0)
assert abs(E_basis[-1] - E_grid) < 5e-5

# Comparison of the wavefunctions.
gap = E_var - E_grid
assert 0 < gap < 0.05 * abs(E_grid)
trial_vec = np.sqrt(2 * np.pi * r_g * h_fine) * np.sqrt(2 / np.pi) / a_opt
trial_vec = trial_vec * np.exp(-r_g / a_opt)
overlap = abs(np.dot(trial_vec, vec))
assert 0.9 < overlap < 1
r_mean_grid = np.sum(vec**2 * r_g)
V_grid = np.sum(vec**2 * potential(r_g))
T_grid = E_grid - V_grid

# Slope near the origin: the exact function has no cusp.
psi_g = vec / np.sqrt(r_g)
r_near = 0.5
i = int(round(r_near / h_fine)) - 1
slope_grid = 2 * (psi_g[i + 1] - psi_g[i]) / (h_fine * (psi_g[i + 1] + psi_g[i]))
slope_formula = -r_near / (2 * K) * (
    E_grid + scale * (np.log(2 * r0 / r_near) - np.euler_gamma + 0.5))
assert abs(slope_grid / slope_formula - 1) < 0.03
assert abs(slope_grid) < 0.3 / a_opt


# Removing the cusp with exp(-sqrt(r^2+b^2)/a) should recover most of the gap.
def energy_rounded(p):
    a, b = abs(p[0]) + 1e-9, p[1]
    root = np.sqrt(r_q**2 + b**2)
    psi = np.exp(-(root - abs(b)) / a)
    return energy_real_space(psi, -r_q / (root * a) * psi)


rounded = minimize(energy_rounded, [0.8 * a_opt, 4.0], method='Nelder-Mead',
                   options={'xatol': 1e-5, 'fatol': 1e-11, 'maxiter': 2000})
E_round = rounded.fun
recovered = (E_var - E_round) / gap
assert E_grid - 1e-5 < E_round < E_var
assert recovered > 0.5

print(f"reduced mass = {mass_ratio:.2f} m_e")
print(f"screening length r0 = {r0:.1f} angstrom")
print(f"K = hbar^2/(2 mu) = {K:.4f} eV angstrom^2")
print(f"e2 = e^2/(4 pi eps0) = {e2:.4f} eV angstrom")
print(f"e2/r0 = {scale:.5f} eV")
print(f"kappa = {kappa:.6f} (dimensionless)")
print(f"optimal s = {s_opt:.5f} (dimensionless)")
print(f"I at optimal s = {I_closed(s_opt):.5f} (dimensionless)")
print(f"optimal a = {a_opt:.3f} angstrom")
print(f"trial kinetic energy = {T_var:.5f} eV")
print(f"trial potential energy = {V_var:.5f} eV")
print(f"trial <r dV/dr> = {virial:.5f} eV")
print(f"variational energy = {E_var:.5f} eV")
print(f"variational binding energy = {-E_var * 1000:.1f} meV")
for a in (6.0, 8.0, 10.0, 12.0, 15.0):
    print(f"trial energy at a = {a:.0f} angstrom: {energy_closed(a):.5f} eV")
print(f"grid energy, h = {h_coarse} angstrom: {E_coarse:.6f} eV")
print(f"grid energy, h = {h_fine} angstrom: {E_grid:.6f} eV")
print(f"grid binding energy = {-E_grid * 1000:.1f} meV")
for m, value in zip(sizes, E_basis):
    print(f"Laguerre energy, size {m}: {value:.6f} eV")
print(f"first-second coupling at a = {a_off:.0f} angstrom: {coupling_off:.5f} eV")
print(f"variational minus grid energy = {gap * 1000:.2f} meV")
print(f"relative binding deficit = {100 * gap / abs(E_grid):.2f} percent")
print(f"grid kinetic energy = {T_grid:.5f} eV")
print(f"grid potential energy = {V_grid:.5f} eV")
print(f"overlap of trial and grid functions = {overlap:.5f}")
print(f"trial mean radius = {r_mean_var:.3f} angstrom")
print(f"grid mean radius = {r_mean_grid:.3f} angstrom")
print(f"trial psi'/psi = {-1 / a_opt:.5f} 1/angstrom")
print(f"grid psi'/psi at {r_near} angstrom = {slope_grid:.5f} 1/angstrom")
print(f"short-range formula there = {slope_formula:.5f} 1/angstrom")
print(f"rounded trial a = {abs(rounded.x[0]):.3f} angstrom")
print(f"rounded trial b = {abs(rounded.x[1]):.3f} angstrom")
print(f"rounded trial energy = {E_round:.6f} eV")
print(f"gap recovered by rounding = {100 * recovered:.1f} percent")
print(f"unscreened binding energy = {-E_bare:.3f} eV")
print("success")
```

Output:

```
reduced mass = 0.25 m_e
screening length r0 = 41.5 angstrom
K = hbar^2/(2 mu) = 15.2399 eV angstrom^2
e2 = e^2/(4 pi eps0) = 14.3996 eV angstrom
e2/r0 = 0.34698 eV
kappa = 0.006376 (dimensionless)
optimal s = 0.12390 (dimensionless)
I at optimal s = 1.98026 (dimensionless)
optimal a = 10.284 angstrom
trial kinetic energy = 0.14411 eV
trial potential energy = -0.68711 eV
trial <r dV/dr> = 0.28822 eV
variational energy = -0.54300 eV
variational binding energy = 543.0 meV
trial energy at a = 6 angstrom: -0.42484 eV
trial energy at a = 8 angstrom: -0.52269 eV
trial energy at a = 10 angstrom: -0.54279 eV
trial energy at a = 12 angstrom: -0.53733 eV
trial energy at a = 15 angstrom: -0.51395 eV
grid energy, h = 0.1 angstrom: -0.554747 eV
grid energy, h = 0.025 angstrom: -0.554726 eV
grid binding energy = 554.7 meV
Laguerre energy, size 1: -0.543001 eV
Laguerre energy, size 2: -0.543001 eV
Laguerre energy, size 3: -0.550873 eV
Laguerre energy, size 4: -0.554005 eV
Laguerre energy, size 8: -0.554719 eV
Laguerre energy, size 16: -0.554723 eV
first-second coupling at a = 8 angstrom: 0.12567 eV
variational minus grid energy = 11.72 meV
relative binding deficit = 2.11 percent
grid kinetic energy = 0.14612 eV
grid potential energy = -0.70085 eV
overlap of trial and grid functions = 0.99213
trial mean radius = 10.284 angstrom
grid mean radius = 9.189 angstrom
trial psi'/psi = -0.09724 1/angstrom
grid psi'/psi at 0.5 angstrom = -0.01966 1/angstrom
short-range formula there = -0.01956 1/angstrom
rounded trial a = 7.605 angstrom
rounded trial b = 6.663 angstrom
rounded trial energy = -0.554302 eV
gap recovered by rounding = 96.4 percent
unscreened binding energy = 13.606 eV
success
```
